# Transmission through a saddle-shaped constriction and the conductance of a metal neck

If the channels of a narrow metal neck are simply counted, each with its threshold below the Fermi energy taken as open and each other one as closed, the conductance can come out wrong when a threshold lies near the Fermi energy. In the rough model of a copper neck worked out below, three orbital channels have their threshold about 0.11 eV below the Fermi energy. Counting gives six open channels; the transmissions of the same potential add up to 4.95. The count ignores that a wave can be reflected by a barrier it has enough energy to cross, and can tunnel through one it cannot. For a saddle-shaped potential both effects are contained in one closed formula.

Consider one electron of mass $m$ in a static potential, without magnetic field, disorder or interaction beyond what the potential contains. Suppose that at the narrowest point of a symmetric constriction the potential has a maximum along the current direction $x$ and a minimum across it. To second order,

$$V(x,y)=V_0-\tfrac12 m\omega_x^2x^2+\tfrac12 m\omega_y^2y^2 .$$

This form is now taken to hold for all $x$ and $y$. The result will be exact for that unbounded saddle and approximate for a real neck.

Since $V$ is a function of $x$ plus a function of $y$, the transverse motion can be solved by itself. Let $Y_n(y)$ be the normalized oscillator states,

$$-\frac{\hbar^2}{2m}Y_n''+\tfrac12 m\omega_y^2y^2Y_n=\hbar\omega_y\left(n+\tfrac12\right)Y_n,\qquad n=0,1,2,\dots$$

They form a complete set, so any solution at energy $E$ can be written $\psi=\sum_nX_n(x)Y_n(y)$. Inserting this into the Schrödinger equation, multiplying by $Y_n$ and integrating over $y$ leaves

$$-\frac{\hbar^2}{2m}X_n''-\tfrac12 m\omega_x^2x^2X_n=(E-E_n)X_n,\qquad E_n=V_0+\hbar\omega_y\left(n+\tfrac12\right).$$

No term connects different $n$. A wave that arrives in transverse state $n$ therefore leaves in state $n$, on either side, and each mode is a one-dimensional scattering problem with barrier top $E_n$.

Measure length and energy in the natural units of the barrier,

$$\xi=x\sqrt{\frac{m\omega_x}{\hbar}},\qquad \varepsilon=\frac{E-E_n}{\hbar\omega_x}.$$

Then $X_n''$ acquires a factor $m\omega_x/\hbar$ and $x^2$ a factor $\hbar/(m\omega_x)$. Multiplying the equation by $-2/(\hbar\omega_x)$ gives, with primes now denoting $d/d\xi$ and the index dropped,

$$X''+(\xi^2+2\varepsilon)X=0. \tag{1}$$

Far from the top the local wave number is close to $|\xi|$, and the waves oscillate as $e^{\pm i\xi^2/2}$. Their direction follows from the flux $J=\mathrm{Im}(X^*X')$. The wave $e^{i\xi^2/2}$ has local wave number $\xi$, so it moves to the right at $\xi>0$ and to the left at $\xi<0$: it is outgoing on both sides. Its conjugate $e^{-i\xi^2/2}$ is incoming on both sides. For an electron sent in from the left we need the solution of (1) that contains no $e^{-i\xi^2/2}$ at large positive $\xi$.

To find it, split off the outgoing factor, $X=e^{i\xi^2/2}f$. Differentiating twice,

$$X'=e^{i\xi^2/2}(f'+i\xi f),\qquad X''=e^{i\xi^2/2}(f''+2i\xi f'+if-\xi^2f).$$

The terms in $\xi^2f$ cancel in (1), leaving

$$f''+2i\xi f'+(2\varepsilon+i)f=0 .$$

The variable $\xi$ now appears to first power, so a Fourier-type integral turns the equation into one of first order. Put $f(\xi)=\int g(k)e^{i\xi k}dk$ along a contour still to be chosen. The second derivative gives $-k^2g$. For the middle term use $\xi e^{i\xi k}=-i\,\partial_ke^{i\xi k}$ and integrate by parts:

$$2i\xi f'=-2\int kg\,\xi e^{i\xi k}dk=2i\int kg\,\partial_ke^{i\xi k}dk=2i\left[kg\,e^{i\xi k}\right]-2i\int(kg)'e^{i\xi k}dk .$$

If the bracket vanishes at the ends of the contour, the equation is satisfied when

$$-k^2g-2i(g+kg')+(2\varepsilon+i)g=0 .$$

Solving for $g'$,

$$\frac{g'}{g}=\frac{ik}{2}-\frac{i\varepsilon}{k}-\frac{1}{2k},\qquad g=k^{-1/2-i\varepsilon}e^{ik^2/4}.$$

With $s=\tfrac12-i\varepsilon$, so that $g=k^{s-1}e^{ik^2/4}$, the solution is

$$X(\xi)=e^{i\xi^2/2}\int_0^\infty k^{s-1}e^{ik^2/4+i\xi k}\,dk, \tag{2}$$

where the contour starts at $k=0$ and goes to infinity in the direction $e^{i\pi/4}$. There $k=re^{i\pi/4}$ gives $e^{ik^2/4}=e^{-r^2/4}$, which removes the bracket at infinity. At the origin $kg$ vanishes as $k^{1/2}$. The power is defined with its cut on the negative real axis, which the contours below never touch.

For $\xi\to+\infty$ turn the contour further, onto the positive imaginary axis $k=iq$. Between the two directions $e^{ik^2/4}$ does not grow and $e^{i\xi k}$ decays, so the arc at infinity contributes nothing. Since $k^{s-1}dk=i^sq^{s-1}dq$,

$$X=e^{i\xi^2/2}\,i^s\int_0^\infty q^{s-1}e^{-iq^2/4}e^{-\xi q}\,dq .$$

The last exponential confines $q$ to values of order $1/\xi$, where $e^{-iq^2/4}$ differs from one by terms of order $1/\xi^2$. What remains is the Gamma-function integral $\int_0^\infty q^{s-1}e^{-\xi q}dq=\Gamma(s)\xi^{-s}$. Hence

$$X\to\Gamma(s)\,e^{i\pi s/2}\,\xi^{-s}e^{i\xi^2/2}\qquad(\xi\to+\infty). \tag{3}$$

This is purely outgoing, as required. The factor $e^{i\pi s/2}=e^{i\pi/4}e^{\pi\varepsilon/2}$ has modulus $e^{\pi\varepsilon/2}$.

For $\xi\to-\infty$ write $\xi=-|\xi|$ and complete the square in the exponent:

$$\frac{ik^2}{4}-i|\xi|k=\frac{i}{4}(k-2|\xi|)^2-i\xi^2 .$$

The phase is stationary at $k=2|\xi|$. On the line $k=2|\xi|+re^{i\pi/4}$ the exponent equals $-r^2/4-i\xi^2$, a Gaussian. This line meets the imaginary axis at $k=-2i|\xi|$. The contour can therefore be laid from $0$ down the imaginary axis to $-2i|\xi|$, and from there along the line to infinity; both versions end in the same direction, so the integral is unchanged.

On the first piece $k=-iq$, and

$$(-i)^s\int_0^{2|\xi|}q^{s-1}e^{-iq^2/4}e^{-|\xi|q}\,dq\;\to\;e^{-i\pi s/2}\,\Gamma(s)\,|\xi|^{-s},$$

by the same argument as before; extending the upper limit to infinity costs an exponentially small amount. On the second piece the Gaussian keeps $r$ of order one, so $k^{s-1}$ may be replaced by $(2|\xi|)^{s-1}$. With $dk=e^{i\pi/4}dr$ and $\int e^{-r^2/4}dr=\sqrt{4\pi}$ this gives $\sqrt{4\pi}\,e^{i\pi/4}(2|\xi|)^{s-1}e^{-i\xi^2}$. Restoring the factor $e^{i\xi^2/2}$ of (2),

$$X\to\sqrt{4\pi}\,e^{i\pi/4}(2|\xi|)^{-1/2-i\varepsilon}e^{-i\xi^2/2}+\Gamma(s)\,e^{-i\pi s/2}|\xi|^{-s}e^{i\xi^2/2}\qquad(\xi\to-\infty). \tag{4}$$

The first term is the incident wave and the second the reflected one. The factor $e^{-i\pi s/2}=e^{-i\pi/4}e^{-\pi\varepsilon/2}$ has modulus $e^{-\pi\varepsilon/2}$. The reflected and transmitted waves thus come from the same endpoint $k=0$, approached from opposite sides, and differ in modulus by this rotation alone.

Each far wave has modulus $|c|\,|\xi|^{-1/2}$, because $|\xi|^{\pm i\varepsilon}$ has modulus one, and local wave number $|\xi|$ to leading order. It carries flux $|c|^2$, the falling density being compensated by the rising velocity. On the left the incident part $u$ and reflected part $w$ occur together, with $X'\simeq i\xi(w-u)$, so

$$J=\xi\,\mathrm{Re}\left[(u^*+w^*)(w-u)\right]=|\xi|\left(|u|^2-|w|^2\right).$$

The cross terms $u^*w-w^*u$ are imaginary and drop out. The flux is the same at every $\xi$, because (1) is real and gives $(X^*X'-XX^{*\prime})'=0$. Equating left and right, $|c_{\rm in}|^2=|c_{\rm refl}|^2+|c_{\rm trans}|^2$. With transmission $T$ and reflection $\mathcal R$ defined as flux ratios, this says $T+\mathcal R=1$, and (3) and (4) give

$$\frac{T}{\mathcal R}=\frac{|\Gamma(s)|^2e^{\pi\varepsilon}}{|\Gamma(s)|^2e^{-\pi\varepsilon}}=e^{2\pi\varepsilon}.$$

Therefore

$$T_n(E)=\frac{1}{1+e^{-2\pi\varepsilon}}=\frac{1}{1+\exp\left[-2\pi(E-E_n)/(\hbar\omega_x)\right]}. \tag{5}$$

The incident amplitude provides a check that was not used: (4) gives $|c_{\rm in}|^2=4\pi/2=2\pi$. The outgoing fluxes add to $2|\Gamma(s)|^2\cosh\pi\varepsilon$, which is also $2\pi$ by the identity $|\Gamma(\tfrac12-i\varepsilon)|^2=\pi/\cosh\pi\varepsilon$.

At threshold, $E=E_n$, half the flux passes. Far below it, $T_n\simeq e^{-2\pi|\varepsilon|}$. This agrees with the usual tunnelling exponent, twice the integral of the decay constant between the turning points $\pm\sqrt{2|\varepsilon|}$:

$$2\int_{-\sqrt{2|\varepsilon|}}^{\sqrt{2|\varepsilon|}}\sqrt{2|\varepsilon|-\xi^2}\,d\xi=2\cdot\frac{\pi}{2}\cdot2|\varepsilon|=2\pi|\varepsilon| ,$$

the integral being the area of a half disc. Far above threshold the reflection is $e^{-2\pi\varepsilon}$, as small as the tunnelling at the same distance below. When $\omega_x\to0$ at fixed $E-E_n\neq0$, the barrier becomes long and flat and (5) becomes the sharp step of simple counting. For finite $\omega_x$, $T_n=0.9$ requires $e^{-2\pi\varepsilon}=1/9$ and $T_n=0.1$ requires $e^{-2\pi\varepsilon}=9$, so the rise from 10 to 90 % takes an energy

$$\Delta E=\frac{\ln9}{\pi}\,\hbar\omega_x .$$

Conductance steps are distinct when $\Delta E$ is well below the spacing $\hbar\omega_y$ of the thresholds. The two are equal at $\omega_y=0.70\,\omega_x$, where the conductance still rises without plateaus.

Direct integration of (1) with scattering conditions reproduces (5): at $\varepsilon=-0.30$ both give 0.131821. A calculation on a two-dimensional grid, which uses $V(x,y)$ without separating it, tests the thresholds as well. For $\omega_y=1.6\,\omega_x$, $V_0=0$ and $E=2.5\,\hbar\omega_x$, the thresholds lie at 0.8, 2.4 and 4.0 in units of $\hbar\omega_x$. The second mode has $\varepsilon=0.1$ and formula value 0.6521; the grid gives 0.6491. The largest difference in the numerical output is 0.0055, for the first mode at $E=1.0\,\hbar\omega_x$. The grid calculation cuts off the saddle at $|\xi|=8$, so exact agreement is not expected.

To turn transmission into conductance, connect the constriction to two large reservoirs that absorb every arriving electron and emit electrons with their own Fermi distributions $f_L$ and $f_R$. In one channel the states of wave number $k$ have density $dk/2\pi$ per length, a factor two for spin, and velocity $\hbar^{-1}dE/dk$. The velocity cancels against the density of states, and the magnitude of the net current is

$$I=2e\sum_n\int\frac{dk}{2\pi}\,\frac1\hbar\frac{dE}{dk}\,T_n(f_L-f_R)=\frac{2e}{h}\sum_n\int T_n(E)\,(f_L-f_R)\,dE .$$

For a small voltage $U$, $f_L-f_R=-eU\,df/dE$, so

$$G=\frac IU=\frac{2e^2}{h}\sum_n\int\left(-\frac{df}{dE}\right)T_n(E)\,dE . \tag{6}$$

At low temperature the integral reduces to $T_n(E_F)$.

A metal neck is confined in two directions. For a round one, the transverse term becomes $\tfrac12m\omega_\perp^2(y^2+z^2)$. The potential is still a sum, so equation (1) and its solution stand, with thresholds

$$E_N=V_0+\hbar\omega_\perp(N+1),\qquad N=n_y+n_z .$$

Each is shared by the $N+1$ ways of writing $N$ as a sum of two non-negative integers.

The two frequencies can be fixed by geometry. Let $V_0=0$ be the bottom of the conduction band and define the wall as the surface $V=E_F$. At distance $\rho$ from the axis this means

$$\rho^2=a^2+\frac{\omega_x^2}{\omega_\perp^2}x^2,\qquad a=\frac{1}{\omega_\perp}\sqrt{\frac{2E_F}{m}} .$$

Near the neck $\rho\simeq a+(\omega_x/\omega_\perp)^2x^2/(2a)$. A wall with radius of curvature $R$ along the axis has $\rho\simeq a+x^2/(2R)$, so $\omega_x=\omega_\perp\sqrt{a/R}$.

Take values of the size met in copper: a Fermi energy of roughly 7 eV above the band bottom and the free-electron mass. Let $a=0.45$ nm and $R=1.80$ nm. With $\hbar^2/2m=0.03810$ eV nm²,

$$\hbar\omega_\perp=\frac{2}{a}\sqrt{\frac{\hbar^2}{2m}E_F}=\frac{2\sqrt{0.03810\times7.0}}{0.45}\ \text{eV}=2.295\ \text{eV},\qquad \hbar\omega_x=2.295\sqrt{\frac{0.45}{1.80}}\ \text{eV}=1.148\ \text{eV}.$$

The thresholds are 2.295, 4.590, 6.886 and 9.181 eV, with one, two, three and four orbital channels. The first two groups lie more than two units of $\hbar\omega_x$ below $E_F$ and transmit fully to the digits given. The fourth transmits $6.5\times10^{-6}$ per channel. The third decides the outcome:

$$\varepsilon=\frac{7.0000-6.8857}{1.1476}=0.0996,\qquad T=\frac{1}{1+e^{-0.626}}=0.652 .$$

The sum is $1+2+3\times0.6515=4.95$. With $2e^2/h=77.48$ µS the conductance is 384 µS and the resistance 2.6 kΩ. The 10–90 % width of 0.80 eV is well below the spacing of 2.30 eV, so this neck has distinct steps, but its Fermi energy lies on one of them.

The saddle is unrealistic far along the axis, where it falls without limit. Its drop is $\tfrac12m\omega_x^2x^2=E_Fx^2/(aR)$, so at $x=\sqrt{aR}=0.90$ nm the axis is already 7 eV below the band bottom. A neck with a flat bottom and the same wall has instead the potential $\tfrac12m\omega(x)^2\rho^2$ with $\omega(x)=\omega_\perp/\sqrt{1+x^2/(aR)}$. If the modes are treated as uncoupled, the barrier of group $N$ is

$$E_N(x)=\frac{E_N}{\sqrt{1+x^2/(aR)}}\simeq E_N-\frac{E_N}{2aR}x^2 .$$

Comparing the quadratic term with $\tfrac12m\omega_N^2x^2$, and using $m\omega_x^2=2E_F/(aR)$, gives $\omega_N=\omega_x\sqrt{E_N/(2E_F)}$. For the third group this is $0.70\,\omega_x$. The flatter top raises $\varepsilon$ to 0.142 and $T$ to 0.71, which adds about 0.17 to the sum. Numerical scattering through the full barriers $E_N(x)$ gives an increase of 0.23; the remainder is due to their departure from a parabola. Including the coupling between modes gives 0.24, or 5 % of the saddle value. The further change of 0.01 should not be read as a result, since that calculation was only required to be stable to 0.05 when the ends of the neck were moved from 4 to 3 nm. For this neck, coupling has little effect on the summed transmission, although it may redistribute electrons among the outgoing modes.

The thresholds matter more. Replacing the soft transverse potential by a hard wall of radius $a$, with $\omega_x$ held fixed, raises the sum to 6.05. A mass 1.3 times larger, with $E_F$, $a$ and $R$ held fixed, lowers both oscillator energies by the factor $1/\sqrt{1.3}$. The third threshold then falls to 6.04 eV, its channels open almost fully, and the sum becomes 6.00. Each of these changes is a little over 20 % of the saddle value.

Thermal smearing of the Fermi distributions has a small effect, because $k_BT=0.033$ eV at 378 K is far below $\hbar\omega_x$. Expanding $T_n(E)$ about $E_F$ in (6), the linear term vanishes by symmetry and the mean of $(E-E_F)^2$ is $\pi^2(k_BT)^2/3$. The change is therefore $\tfrac{\pi^2}{6}(k_BT)^2\sum_n T_n''(E_F)$, and differentiating (5) twice gives

$$T_n''=\left(\frac{2\pi}{\hbar\omega_x}\right)^2T_n(1-T_n)(1-2T_n).$$

For the three partly open channels this amounts to $-0.011$, against $-0.010$ from the full integral. The sign is negative because these channels are above half transmission, where the curve bends downward.

A neck of 0.45 nm radius is far thinner than a copper interconnect line tens of nanometres wide. It resembles the last connection left when a void has almost severed such a line. Such a neck is only a few atoms across, and its atomic arrangement and the actual copper bands, neither of which is included here, can shift the thresholds. The soft potential is also not adjusted to hold the right charge: filled to $E_F$, its narrowest section contains about 20 electrons per nm of length, against about 54 conduction electrons in copper of the same radius. The numbers therefore illustrate the formula and do not predict the resistance of a real copper neck. The hard-wall and mass results show what a lower third threshold can do: it adds about one conductance quantum, which in both cases brings the resistance from 2.6 kΩ to between 2.1 and 2.2 kΩ. A higher one can do more: if the third group closes, three channels remain and the resistance rises to about 4.3 kΩ. These cases are not bounds. A sharp wall of finite height, rising at radius $a$ from the band bottom to 4.6 eV above $E_F$, lets still more channels through: with $\omega_x$ held fixed, the sum is about 8.8 and the resistance about 1.5 kΩ. Scattering is a smaller matter if the bulk mean free path, roughly 40 nm at room temperature, applies: the neck length $2\sqrt{aR}=1.80$ nm is 4.5 % of it, and about 6 % at 378 K, where the path is nearer 30 nm. Rough surfaces or impurities in the neck could shorten that path. In an intact line much longer than the mean free path, electrons scatter many times, and (5) with (6) does not describe its resistance.

## Numbers as computed

```
1D scattering: eps, T numerical, T formula
  -0.80  0.006519  0.006519
  -0.30  0.131821  0.131821
   0.00  0.499999  0.500000
   0.35  0.900171  0.900170
   0.90  0.996512  0.996512
2D grid, wy/wx = 1.6: E/(hbar wx), then T0 T1 T2
  1.0 grid    0.7729 0.0002 0.0000
      formula 0.7784 0.0002 0.0000
  2.5 grid    0.9999 0.6491 0.0001
      formula 1.0000 0.6521 0.0001
  3.8 grid    0.9999 0.9996 0.2248
      formula 1.0000 0.9998 0.2216
Fermi energy (rough): 7.0 eV
neck radius: 0.45 nm
wall curvature radius: 1.80 nm
hbar^2/(2m): 0.03810 eV nm^2
hbar w_perp: 2.2952 eV
hbar w_x: 1.1476 eV
10-90 % step width: 0.8026 eV
shell N, degeneracy, threshold (eV), eps, T per mode
  0 1 2.2952 4.0996 1.0000e+00
  1 2 4.5905 2.0996 1.0000e+00
  2 3 6.8857 0.0996 6.5151e-01
  3 4 9.1810 -1.9004 6.5197e-06
sum of transmissions, saddle: 4.9546
conductance quantum 2e^2/h: 77.481 uS
conductance: 383.9 uS
resistance: 2.605 kOhm
Neglected effects: sum of transmissions, change from saddle
  flat bottom, modes coupled: 5.1934, +0.2388
  flat bottom, modes uncoupled: 5.1868, +0.2322
  hard wall, same w_x: 6.0518, +1.0973
  mass times 1.3: 5.9982, +1.0436
  temperature 378 K: 4.9444, -0.0102
thermal energy kT: 0.0326 eV
neck length 2 sqrt(aR): 1.80 nm
mean free path (rough): 40 nm
neck length / mean free path: 0.045
```
